# Quenching of hydrogen 2s by a static electric field

## Question

A hydrogen atom is in the state 2s1/2 when a weak static electric field $F$ is present along $z$. Without the field, the atom cannot reach 1s by emitting one electric-dipole photon. With the field, it can.

Use Hartree atomic units ($\hbar=m=e=1$, $c=1/\alpha$). The nucleus is infinitely heavy and has no spin, and the atom is at rest. The slow field-free decay of 2s is left out, so the rate sought is the field-induced one. Define

$$S=E(2s_{1/2})-E(2p_{1/2})>0,\qquad D=E(2p_{3/2})-E(2s_{1/2})>0 .$$

The radial functions are
$$R_{10}=2e^{-r},\quad R_{20}=\tfrac{1}{\sqrt2}\left(1-\tfrac r2\right)e^{-r/2},\quad R_{21}=\tfrac{1}{2\sqrt6}\,r\,e^{-r/2}.$$

**(a)** Find the squared couplings of 2s1/2 to 2p1/2 and to 2p3/2 in the field.

**(b)** A photon mode of frequency $\omega$ and real polarization $\boldsymbol\epsilon$ in a volume $\mathcal V$ couples to the electron through $\sqrt{2\pi\omega/\mathcal V}\;\boldsymbol\epsilon\cdot\mathbf r$, up to a phase. Eliminate the photons from the equations for the 2p amplitudes. Find the 2p decay rate $\gamma$, and decide whether decays through 2p1/2 and 2p3/2 interfere in the total rate.

**(c)** Derive the field-induced decay rate of 2s1/2 to order $F^2$.

**(d)** Find $S$ and $D$. The order-$\alpha^2$ corrections are the kinetic term $-\alpha^2p^4/8$, the Darwin term $(\pi\alpha^2/2)\,\delta(\mathbf r)$ and the spin-orbit term $\tfrac12\alpha^2(g-1)\,r^{-3}\,\mathbf L\cdot\mathbf S$, with $g=2(1+\alpha/2\pi)$. Take as given the leading one-loop results, with $U=\alpha^3/8\pi$: the 2s level moves by $\tfrac43U[\ln\alpha^{-2}-\ln k_0(2s)+\tfrac{19}{30}]$, and both 2p levels move by $-\tfrac43U\ln k_0(2p)$ in addition to the effect of $g\neq2$. The Bethe logarithms are $\ln k_0(2s)=2.812$ and $\ln k_0(2p)=-0.0300$.

**(e)** Evaluate the rate at 1 V/cm, which is $1.94469\times10^{-10}$ atomic units.

**(f)** Find the first correction to the square law, and say where the law fails.

## Model answers

### (a) Couplings

The electron has charge $-1$, so its energy in the field is $+Fz$. This operator is odd under parity, leaves the spin alone and conserves $m_l$. Within $n=2$ it therefore couples $|2s,\uparrow\rangle$ to $|2p_0,\uparrow\rangle$ alone. The radial integral is

$$\int_0^\infty R_{20}R_{21}r^3dr=\frac{1}{4\sqrt3}\int_0^\infty\left(r^4-\frac{r^5}{2}\right)e^{-r}dr=\frac{24-60}{4\sqrt3}=-3\sqrt3 .$$

The angular integral of $Y_{00}\cos\theta\,Y_{10}$ is $\frac{\sqrt3}{4\pi}\,2\pi\,\frac23=\frac1{\sqrt3}$. Hence $\langle2s|z|2p_0\rangle=-3$.

The energy eigenstates have definite $j$, so $|2p_0,\uparrow\rangle$ must be divided between them. It shares $m_j=\frac12$ with $|2p_1,\downarrow\rangle$. From $\mathbf L\cdot\mathbf S=L_zS_z+\frac12(L_+S_-+L_-S_+)$ and $L_+|2p_0\rangle=\sqrt2\,|2p_1\rangle$, the matrix in this pair is

$$\mathbf L\cdot\mathbf S=\begin{pmatrix}0&1/\sqrt2\\1/\sqrt2&-1/2\end{pmatrix},\qquad \mu^2+\frac\mu2-\frac12=0,\qquad \mu=-1,\ \frac12 .$$

Since $\mathbf L\cdot\mathbf S=\frac12[j(j+1)-2-\frac34]$, the value $-1$ belongs to $j=\frac12$ and $\frac12$ to $j=\frac32$. For an eigenvector $(a,b)$ the first row gives $b=\sqrt2\,\mu a$, so the normalized weight of $|2p_0,\uparrow\rangle$ is $a^2=1/(1+2\mu^2)$. This is $\frac13$ for $j=\frac12$ and $\frac23$ for $j=\frac32$. Therefore

$$V_{1/2}^2=\tfrac13\,9F^2=3F^2,\qquad V_{3/2}^2=\tfrac23\,9F^2=6F^2 .$$

A reflection in a plane containing $z$ leaves $Fz$ unchanged and reverses $m_j$, so the same values hold for $m_j=-\frac12$.

### (b) Elimination of the photons

Let $a$ be the 2s amplitude, $b_j$ the 2p amplitudes, and $c_k$ the amplitudes for 1s plus one photon in mode $k$. The index $k$ also labels the final spin. Measure energies from 1s. With $V_j$ chosen real and $g_{jk}$ the photon couplings,

$$i\dot b_j=E_jb_j+V_ja+\sum_kg_{jk}c_k,\qquad i\dot c_k=\omega_kc_k+\sum_lg_{lk}^*b_l .$$

No photon is present at first, so the second equation integrates to

$$c_k(t)=-i\sum_lg^*_{lk}\int_0^t e^{-i\omega_k\tau}\,b_l(t-\tau)\,d\tau .$$

Inserted in the first equation, this requires the sum over modes $\sum_kg_{jk}g^*_{lk}e^{-i\omega_k\tau}$. The mode density is $\mathcal V\omega^2d\omega\,d\Omega/(2\pi c)^3$. The two polarizations, summed and integrated over all directions $\mathbf n$, give

$$\int d\Omega\sum_{\boldsymbol\epsilon}\epsilon_i\epsilon_{i'}=\int d\Omega\,(\delta_{ii'}-n_in_{i'})=\frac{8\pi}{3}\delta_{ii'} .$$

The factors multiply to $2\pi\omega\cdot\omega^2\alpha^3/(8\pi^3)\cdot8\pi/3=2\alpha^3\omega^3/(3\pi)$. Hence

$$\sum_kg_{jk}g^*_{lk}e^{-i\omega_k\tau}=\int_0^\infty\frac{d\omega}{2\pi}\,\Gamma_{jl}(\omega)e^{-i\omega\tau},$$
$$\Gamma_{jl}(\omega)=\frac43\alpha^3\omega^3\sum_i\langle j|r_i|1s\rangle\langle1s|r_i|l\rangle,$$

where a sum over the 1s spin is understood.

In the Cartesian states $2p_x,2p_y,2p_z$, the element $\langle1s|r_i|2p_{i'}\rangle$ is $d\,\delta_{ii'}$, and the spin does not change. Thus $\Gamma_{jl}$ is a multiple of the unit matrix. It remains so in any other orthonormal basis, including that of definite $j$ and $m_j$. The two paths do not interfere in the total rate. This relied on the sum over all directions and polarizations; a detector that selects some of them is not covered by it.

The amplitudes $b_l$ oscillate near the frequency $\omega_0=\frac12-\frac18=\frac38$, with an envelope that changes slowly on the scale $1/\omega_0$. So $b_l(t-\tau)\approx b_l(t)e^{i\omega_0\tau}$, and for $t\gg1/\omega_0$

$$\int_0^\infty e^{i(\omega_0-\omega)\tau}d\tau=\pi\delta(\omega-\omega_0)+i\,\mathrm P\frac1{\omega_0-\omega}.$$

The principal-value part gives a real level shift, which is counted in $E_j$. The delta function gives $-i\cdot\pi\cdot\gamma/2\pi=-i\gamma/2$, so

$$i\dot b_j=\left(E_j-\frac{i\gamma}2\right)b_j+V_ja,\qquad \gamma=\frac43\alpha^3\omega_0^3d^2 .$$

Without $V_j$, the probability $|b_j|^2$ falls as $e^{-\gamma t}$, so $\gamma$ is the 2p decay rate. The dipole element follows from

$$d=\frac1{\sqrt3}\int_0^\infty R_{10}R_{21}r^3dr=\frac1{\sqrt{18}}\int_0^\infty r^4e^{-3r/2}dr=\frac{24}{\sqrt{18}}\left(\frac23\right)^5,\qquad d^2=\frac{2^{15}}{3^{10}},$$

$$\gamma=\frac43\cdot\frac{3^3}{2^9}\cdot\frac{2^{15}}{3^{10}}\,\alpha^3=\left(\frac23\right)^8\alpha^3=1.51623\times10^{-8}\ \text{a.u.}=6.268\times10^8\ \mathrm{s^{-1}} .$$

### (c) The induced rate

The 2s state has no dipole element with 1s, so its amplitude obeys $i\dot a=E_sa+\sum_jV_jb_j$. Try solutions in which all amplitudes vary as $e^{-i\lambda t}$. The 2p equations give

$$b_j=\frac{V_j\,a}{\lambda-E_j+i\gamma/2},\qquad\text{so}\qquad \lambda=E_s+\sum_j\frac{V_j^2}{\lambda-E_j+i\gamma/2}. \tag{1}$$

To order $F^2$, $\lambda$ may be replaced by $E_s$ on the right. The differences $E_s-E_j$ are then $S$ for $j=\frac12$ and $-D$ for $j=\frac32$. The probability varies as $e^{2\,\mathrm{Im}\lambda\,t}$, and

$$-2\,\mathrm{Im}\frac1{x+i\gamma/2}=-2\,\mathrm{Im}\frac{x-i\gamma/2}{x^2+\gamma^2/4}=\frac{\gamma}{x^2+\gamma^2/4}.$$

The induced rate is therefore

$$\boxed{\Gamma=\gamma F^2\left[\frac{3}{S^2+\gamma^2/4}+\frac{6}{D^2+\gamma^2/4}\right]} \tag{2}$$

Each term is $\gamma$ times $|b_j/a|^2$: the atom carries a small steady admixture of 2p, which decays at the 2p rate. The steady state is reached once the 2p transients, whose amplitudes fall as $e^{-\gamma t/2}$, have died out.

The term $\gamma^2/4$ was checked in a model with one 2p level and a discretized photon continuum. With width 1, detuning 1 and coupling 0.05, the Hermitian calculation gives a rate of 0.002004 for a photon band from $-80$ to $80$. This value depends on the band: it is 0.002017 for a band half as wide and tends to 0.001991 for an unbounded band, where the difference from the formula is of higher order in the coupling. The damped formula gives 0.002000, and the same formula without the width term gives 0.0025. The agreement thus holds to about 1 percent, which is enough to show that the width term is needed.

States outside $n=2$ also mix. Their amplitude for reaching 1s has the form

$$\sum_{n\ne2}\frac{\langle1s|z|np\rangle\langle np|z|2s\rangle}{E_2-E_n}+\sum_{n}\frac{\langle1s|z|np\rangle\langle np|z|2s\rangle}{E_1-E_n},$$

where the second sum comes from the p states mixed into 1s, and both sums include the continuum. No denominator here is as small as $S$. The explicit sum, with spin left out, is $6\times10^{-7}$ of $\langle1s|z|2p\rangle\langle2p|z|2s\rangle/S$, so these states can be ignored.

### (d) The level splittings

First consider $g=2$. Since $p^2/2=E+1/r$, the kinetic correction is

$$-\frac{\alpha^2}{2}\left\langle\left(E+\frac1r\right)^2\right\rangle=-\frac{\alpha^2}{2}\left[E^2+2E\left\langle\frac1r\right\rangle+\left\langle\frac1{r^2}\right\rangle\right],\qquad E=-\frac18 .$$

The radial functions give $\langle1/r\rangle=\frac14$ for both 2s and 2p, while $\langle1/r^2\rangle$ is $\frac14$ for 2s and $\frac1{12}$ for 2p. For 2p, also $\langle1/r^3\rangle=\frac1{24}\int_0^\infty re^{-r}dr=\frac1{24}$.

- For 2s, the kinetic term is $-\frac{\alpha^2}2\left(\frac1{64}-\frac1{16}+\frac14\right)=-\frac{13}{128}\alpha^2$. The Darwin term is $\frac{\pi\alpha^2}2\cdot\frac1{8\pi}=\frac{8}{128}\alpha^2$. The sum is $-\frac5{128}\alpha^2$.
- For 2p1/2, the kinetic term is $-\frac{\alpha^2}2\left(\frac1{64}-\frac1{16}+\frac1{12}\right)=-\frac7{384}\alpha^2$. The spin-orbit term is $\frac{\alpha^2}{2}\cdot\frac1{24}\cdot(-1)=-\frac8{384}\alpha^2$. The Darwin term vanishes, and the sum is again $-\frac5{128}\alpha^2$.

At this order 2s1/2 and 2p1/2 coincide, and $S$ comes from the one-loop shifts. This is why a weak field is so effective: the nearest level of opposite parity is separated by a radiative correction.

The anomalous moment changes $g-1$ from 1 to $1+\alpha/\pi$. It moves 2p1/2 by $-\frac{\alpha^2}{48}\cdot\frac\alpha\pi=-\frac U6$. Hence

$$S=U\left\{\frac43\left[\ln\alpha^{-2}-\ln k_0(2s)+\frac{19}{30}\right]+\frac43\ln k_0(2p)+\frac16\right\}.$$

With $U=101.733$ MHz (energies are quoted as frequencies, $E/h$) and $\ln\alpha^{-2}=9.840$, the 2s shift is 1039.3 MHz and the 2p1/2 shift is $-12.9$ MHz. Thus $S=1052.2$ MHz.

The two 2p levels differ in $\mathbf L\cdot\mathbf S$ by $\frac32$, so

$$E(2p_{3/2})-E(2p_{1/2})=\frac32\cdot\frac{\alpha^2}{48}\left(1+\frac\alpha\pi\right)=\frac{\alpha^2}{32}\left(1+\frac\alpha\pi\right)=10974.7\ \text{MHz},$$

and $D=10974.7-1052.2=9922.5$ MHz.

### (e) The rate at 1 V/cm

The couplings are $\sqrt3F=2.2162$ MHz and $\sqrt6F=3.1342$ MHz, and the half width $\gamma/2$ is 49.88 MHz. The ratios in (2) have no unit, so frequencies may be used in them:

$$\Gamma_{1/2}=6.268\times10^8\ \mathrm{s^{-1}}\times\frac{2.2162^2}{1052.2^2+49.88^2}=2775\ \mathrm{s^{-1}},$$

$$\Gamma_{3/2}=6.268\times10^8\ \mathrm{s^{-1}}\times\frac{3.1342^2}{9922.5^2+49.88^2}=62.5\ \mathrm{s^{-1}} .$$

The sum is 2837 s⁻¹. To the accuracy that the leading-order $S$ deserves,

$$\Gamma\approx2800\ \mathrm{s^{-1}}\times(F\text{ in V/cm})^2 .$$

This value holds for the spinless nucleus assumed here. In real hydrogen the hyperfine splittings (about 178 MHz in 2s and 59 MHz in 2p1/2) exceed the coupling at such fields and change the distance to the coupled 2p1/2 sublevel. With $f$ the total angular momentum including the proton spin, the coefficient is then about 3800 for $f=0$, 2400 for $f=1$, $m_f=0$, and 2700 for $f=1$, $m_f=\pm1$, with a mean near 2900.

The 2p3/2 level supplies 2.2 percent of the total. Its squared coupling is twice as large, but its distance is more than nine times as large and enters squared. The result is sensitive to $S$: if $S$ were 0.5 percent larger, the sum would be 2810 s⁻¹. The next one-loop term, $\pi\alpha U\left(\tfrac{139}{32}-2\ln2+\tfrac5{48}\right)\approx7.1$ MHz, raises $S$ by 0.7 percent and brings the sum to 2800 s⁻¹.

### (f) Beyond the square law

Return to (1) and put $\lambda=E_s+\delta-i\Gamma/2$, with $\delta$ real. Since $\gamma/2$ is about 5 percent of $S$, keep first order in $\gamma$ and $\Gamma$. With $x_{1/2}=S$ and $x_{3/2}=-D$, the imaginary part of (1) is

$$-\frac\Gamma2=-\frac{\gamma-\Gamma}{2}\,P,\qquad P=\sum_j\frac{V_j^2}{(x_j+\delta)^2},\qquad\text{so}\qquad\Gamma=\gamma\,\frac{P}{1+P}.$$

The fraction $P/(1+P)$ is the normalized 2p population, which cannot exceed 1. Let $q=3F^2/S^2$. To lowest order the real part gives

$$\delta=\frac{3F^2}S-\frac{6F^2}D=qS\left(1-\frac{2S}D\right).$$

Leaving out the small 2p3/2 term in $P$, we have $P\approx q(1-2\delta/S)$. With $P/(1+P)\approx P(1-P)$, the ratio to the square law is

$$\frac{\Gamma}{\Gamma_{\rm law}}\approx1-q-2q\left(1-\frac{2S}D\right)=1-q\left(3-\frac{4S}D\right)\approx1-2.6\,q .$$

The term $-q$ comes from normalization. The rest comes from level repulsion: 2p1/2 pushes 2s away from itself and so weakens the mixing, while 2p3/2 pushes 2s partly back. At 10 V/cm, $q=4.44\times10^{-4}$ and the predicted reduction is 0.114 percent. The eigenvalue of the full three-state problem gives 0.113 percent, a coefficient of 2.54 against the 2.58 of the formula, which omits the 2p3/2 term in $P$ and the terms in $\gamma^2/S^2$:

| $F$ (V/cm) | $q$ | square law (s⁻¹) | three states (s⁻¹) | ratio |
|---|---|---|---|---|
| 10 | 0.00044 | $2.837\times10^5$ | $2.834\times10^5$ | 0.999 |
| 100 | 0.044 | $2.84\times10^7$ | $2.55\times10^7$ | 0.90 |
| 300 | 0.40 | $2.55\times10^8$ | $1.335\times10^8$ | 0.52 |

At 10 V/cm the lifetime is $1/(2.834\times10^5\ \mathrm{s^{-1}})\approx3.5$ microseconds. The second figure is not secure: if $S$ were 0.5 percent larger, the lifetime would be 3.56 microseconds instead of 3.53. The square law requires $q\ll1$. It is already 11 percent too high, relative to the three-state rate, at 100 V/cm. The coupling $\sqrt3F$ equals $S$ at 475 V/cm, and near such fields 2s and 2p1/2 are strongly mixed, so the picture of a 2s state with a small 2p admixture no longer applies.

## Computed results

```
fine-structure constant                  0.00729735
1 V/cm in atomic units of field          1.94469e-10
<2s|z|2p0>                               -3.000000 bohr
weight of 2p0,up in j=1/2                0.333333
weight of 2p0,up in j=3/2                0.666667
2p decay rate gamma                      1.51623e-08 a.u.
2p decay rate gamma                      6.2683e+08 s^-1
half width gamma/2 as frequency          49.88 MHz
<r^-3> in 2p                             0.0416667 bohr^-3
fine structure alpha^2/32                10949.3 MHz
fine structure with anomalous moment     10974.7 MHz
Bethe logarithm 2s                       2.812
Bethe logarithm 2p                       -0.0300
one-loop unit alpha^3/(8 pi)             101.733 MHz
one-loop shift of 2s1/2                  1039.3 MHz
one-loop shift of 2p1/2                  -12.9 MHz
Lamb splitting S                         1052.2 MHz
Lamb splitting S                         1.5992e-07 hartree
2p3/2 above 2s1/2, D                     9922.5 MHz
D                                        1.5081e-06 hartree
coupling to 2p1/2 at 1 V/cm              2.2162 MHz
coupling to 2p3/2 at 1 V/cm              3.1342 MHz
rate through 2p1/2 at 1 V/cm             2774.7 s^-1
rate through 2p3/2 at 1 V/cm             62.5 s^-1
total rate at 1 V/cm                     2837.2 s^-1
share of 2p3/2 in the total              2.20 percent
total at 1 V/cm if S is 0.5 % larger     2809.8 s^-1
   1 V/cm: square law 2.8372e+03 s^-1, three-state 2.8372e+03 s^-1
   1 V/cm: 3F^2/S^2 = 4.436e-06, three-state/law = 0.99999
  10 V/cm: square law 2.8372e+05 s^-1, three-state 2.8340e+05 s^-1
  10 V/cm: 3F^2/S^2 = 4.436e-04, three-state/law = 0.99887
 100 V/cm: square law 2.8372e+07 s^-1, three-state 2.5536e+07 s^-1
 100 V/cm: 3F^2/S^2 = 4.436e-02, three-state/law = 0.90002
 300 V/cm: square law 2.5535e+08 s^-1, three-state 1.3350e+08 s^-1
 300 V/cm: 3F^2/S^2 = 3.993e-01, three-state/law = 0.52280
lifetime at 10 V/cm (three-state)        3.529 microseconds
field at which sqrt(3) F = S             475 V/cm
continuum model rate (width = 1)         0.002004
damped formula for that model            0.002000
same without the width term              0.002500
far-state amplitude / 2p amplitude       6.4e-07
```
